# Bare Monte Carlo forces in hydrogen and the root-N rule

**The argument under review**

The manuscript computes the force that the electron of a hydrogen atom exerts on the proton. It draws $N$ independent electron positions from the ground-state density and averages the Coulomb force over them. Its error analysis runs as follows: "The samples are independent and the mean force exists. By the central limit theorem the error is therefore $\sigma/\sqrt N$, where $\sigma$ is the standard deviation of one sample. Our runs with $N=1000$ have a typical error of 7.8 nN. An error of 0.1 nN is 78 times smaller, so it needs about $78^2$ times more samples, some $6\times10^6$."

The independence and the existence of the mean are granted. The missing premise is that $\sigma$ is finite. I examine that premise first, then the convergence that replaces the root-N rule, and finally an estimator for which the rule holds.

**Setting and mean**

The proton is clamped at the origin and the electron is at $\mathbf r$, with $\mu=\cos\theta=z/r$. The Bohr radius is $a=5.2918\times10^{-11}$ m. The density is

$$\psi^2=\frac{e^{-2r/a}}{\pi a^3}.$$

The electron attracts the proton towards itself, so the $z$ component of the force on the proton is

$$F=\frac{e^2}{4\pi\varepsilon_0}\frac{z}{r^3}=F_0\,\frac{a^2z}{r^3},\qquad F_0=\frac{e^2}{4\pi\varepsilon_0a^2}=82.39\ \text{nN}.$$

From here on lengths are in units of $a$, and $X=F/F_0=\mu/r^2$. The volume element is $2\pi r^2\,dr\,d\mu$. Hence $r$ has the probability density $4r^2e^{-2r}$, and $\mu$ is independent of it and uniform on $[-1,1]$.

The average of $|\mu|$ is $1/2$, so

$$\langle|X|\rangle=\frac12\int_0^\infty 4r^2e^{-2r}\,\frac{dr}{r^2}=\frac12\cdot 2=1.$$

The mean of $X$ therefore exists, and it is zero because $\mu$ and $-\mu$ are equally likely. The law of large numbers applies: the sample mean does converge to zero. The open question is how fast.

**The variance**

The average of $\mu^2$ is $1/3$. If only positions with $r>\delta$ are kept, the second moment is

$$\langle X^2\rangle_\delta=\frac13\int_\delta^\infty 4r^2e^{-2r}\,\frac{dr}{r^4}=\frac43\int_\delta^\infty\frac{e^{-2r}}{r^2}\,dr\simeq\frac{4}{3\delta}\qquad(\delta\to0).$$

This has no finite limit. Numerical quadrature gives a root-mean-square force of 228 nN for $\delta=0.1$, 909 nN for $\delta=0.01$ and 2988 nN for $\delta=0.001$. The last value is close to the leading estimate $F_0\sqrt{4/(3\delta)}=3008$ nN. There is no $\sigma$ to put into $\sigma/\sqrt N$.

The mean $\bar X$ of $N$ samples has infinite variance as well. Hold all samples but one fixed: $\bar X$ is then a constant plus $X_1/N$, whose mean square is infinite. A root-mean-square error is thus useless at every $N$. I use the median of $|\bar X|$ over many runs instead, which is finite, and call it the median error.

The divergence comes from the nonzero density at the nucleus. For a $2p$ orbital the density near the origin is proportional to $r^2$ times an angular factor. The integrand of the second moment then behaves as $r^2\cdot r^2/r^4=1$, and the variance is finite.

**How often large forces occur**

The condition $|X|>x$ means $r<R$ with $R=(|\mu|/x)^{1/2}$. For small $R$, expanding the exponential gives

$$P(r<R)=\int_0^R4r^2(1-2r+\dots)\,dr=\frac43R^3-2R^4+\dots$$

Here $|\mu|$ is uniform on $[0,1]$, so the average of $|\mu|^{3/2}$ is $2/5$ and that of $|\mu|^2$ is $1/3$. Therefore

$$P(|X|>x)=A\,x^{-3/2}-\frac23x^{-2}+\dots,\qquad A=\frac43\cdot\frac25=\frac8{15}.$$

The exponent has a simple origin: a force above $x$ requires a distance below about $x^{-1/2}$, and the volume at such distances scales as $x^{-3/2}$. The direction of the force plays no part in this. For the magnitude $1/r^2$ the same count gives $P(1/r^2>x)\simeq\frac43x^{-3/2}$, and the variance is again infinite.

**From the tail to the error of the mean**

The distribution of a sum of independent terms follows from the characteristic function $\varphi(t)=\langle e^{itX}\rangle$, which here equals $\langle\cos tX\rangle$ by symmetry. With a finite variance one would have $1-\varphi\simeq\sigma^2t^2/2$, and this is the source of the root-N rule. Here the small-$t$ behaviour is different.

For $t>0$, averaging over $\mu$ gives

$$\frac12\int_{-1}^1\cos\frac{t\mu}{r^2}\,d\mu=\frac{\sin(t/r^2)}{t/r^2}.$$

Substituting $r=\sqrt t\,s$ in the radial integral, where $r^2dr=t^{3/2}s^2ds$, yields

$$1-\varphi(t)=t^{3/2}\,g(t),\qquad g(t)=4\int_0^\infty s^2e^{-2\sqrt t\,s}\left[1-\frac{\sin(s^{-2})}{s^{-2}}\right]ds.$$

As $t\to0$ the exponential tends to 1. The integral still converges, because the bracket falls as $1/(6s^4)$ at large $s$. Its limit is a constant $c$. To evaluate it, write the bracket as $\int_0^1[1-\cos(\mu/s^2)]\,d\mu$ and substitute $u=\mu/s^2$ at fixed $\mu$. Then $s=\mu^{1/2}u^{-1/2}$, so $s^2|ds|=\frac12\mu^{3/2}u^{-5/2}du$, and

$$c=4\cdot\frac12\int_0^1\mu^{3/2}d\mu\;J=\frac45J,\qquad J=\int_0^\infty\frac{1-\cos u}{u^{5/2}}\,du.$$

Two integrations by parts, whose boundary terms vanish at both ends, give

$$J=\frac23\int_0^\infty\frac{\sin u}{u^{3/2}}\,du=\frac43\int_0^\infty\frac{\cos u}{u^{1/2}}\,du=\frac43\sqrt{\frac\pi2}=\frac23\sqrt{2\pi}.$$

The last integral is the Fresnel integral, as $u=w^2$ shows. Hence

$$1-\varphi(t)\simeq c\,|t|^{3/2},\qquad c=\frac8{15}\sqrt{2\pi}=1.337.$$

Now consider the rescaled mean $Y=N^{1/3}\bar X$. Each sample enters $Y$ with the factor $N^{1/3}/N=N^{-2/3}$, so the characteristic function of $Y$ is

$$\left[\varphi(\tau N^{-2/3})\right]^N\simeq\left[1-\frac{c|\tau|^{3/2}}{N}\right]^N\to e^{-c|\tau|^{3/2}}.$$

The limit does not depend on $N$, which shows that $N^{1/3}$ is the right scale. The limiting distribution is a symmetric stable law of index $3/2$, not a Gaussian.

Let $S$ have the characteristic function $e^{-|\tau|^{3/2}}$. Then $c^{2/3}S$ has the limit just found. By symmetry the median of $|S|$ is the upper quartile $q$ of $S$, which is $0.9689$ numerically. The median error of the force is therefore, for large $N$,

$$F_0\,c^{2/3}q\,N^{-1/3}=1.176\,F_0\,N^{-1/3}=96.9\ \text{nN}\times N^{-1/3}.$$

A tenfold reduction of the error eventually costs a thousand times more samples, where the root-N rule promises a hundred.

**Why the limiting exponent appears late**

A log-log plot at moderate $N$ need not show a slope of $-1/3$. The correction follows from $g(t)$:

$$c-g(t)=4\int_0^\infty s^2\left(1-e^{-2\sqrt t\,s}\right)\left[1-\frac{\sin(s^{-2})}{s^{-2}}\right]ds.$$

In the range $1\ll s\ll t^{-1/2}$ the round bracket is about $2\sqrt t\,s$ and the square bracket about $1/(6s^4)$. The integrand, with its factor 4, is then $\frac43\sqrt t/s$. Integrating from about $1$ to about $t^{-1/2}$ gives, to leading logarithm,

$$c-g(t)\simeq\frac43\sqrt t\,\ln t^{-1/2}=\frac23\sqrt t\,\ln\frac1t.$$

The relevant $t$ is of order $N^{-2/3}$, so the relative correction is of order $N^{-1/3}\ln N$ and dies out slowly. Its sign is that of the second tail term: very large forces are rarer than $Ax^{-3/2}$ suggests. The error at moderate $N$ consequently lies below the limiting law and must fall more slowly than $N^{-1/3}$ to join it.

The median error at finite $N$ can be found without random numbers. For a symmetric variable with characteristic function $\chi$, integrating the Fourier formula for the density from $-x$ to $x$ gives

$$P(|Y|<x)=\frac2\pi\int_0^\infty\frac{\sin\tau x}{\tau}\,\chi(\tau)\,d\tau.$$

I evaluated $\varphi$ by quadrature, inserted $\chi(\tau)=[\varphi(\tau N^{-2/3})]^N$, and solved for the $x$ at which the probability is $1/2$. Dividing by $N^{1/3}$ gives the median of $|\bar X|$.

**Numbers for the hydrogen atom**

For comparison I sampled the density directly, with $r$ from its gamma distribution and $\mu$ uniform. There were 4000 runs each at $N=10^2$ and $10^3$, 2000 at $10^4$, and 400 at $10^5$. The last column is the median over runs of the usual error bar $s/\sqrt N$, where $s$ is the sample standard deviation. All entries are in nN.

| $N$ | sampled error | inversion | error bar |
|---|---|---|---|
| $10^2$ | 14.0 | 13.9 | 17.0 |
| $10^3$ | 8.2 | 7.8 | 9.7 |
| $10^4$ | 4.0 | 4.0 | 5.0 |
| $10^5$ | 1.8 | 2.0 | 2.4 |

From $N=10^3$ to $10^5$ the inversion gives a reduction by $7.831/1.965=3.99$, not by 10. The corresponding exponent is $-0.300$. The sampled medians give $-0.334$ over the same range, but this closeness to $-1/3$ does not show that the limit has been reached. The sampled median carries a noise of about 6% for 400 runs and 2% for 4000. Here the value at $N=10^5$ (400 runs) lies 11% below the inversion and the one at $N=10^3$ (4000 runs) lies 4% above it, each about two standard errors, and the two deviations together steepen the slope. The inversion shows the true approach. Between $N=10^9$ and $10^{12}$ its exponent is $-0.3328$.

The manuscript's extrapolation can now be judged. From 7.831 nN at $N=1000$, the root-N rule promises 0.1 nN at

$$N=1000\left(\frac{7.831}{0.1}\right)^2=6.1\times10^6.$$

The inversion puts the requirement at $9.0\times10^8$, about 146 times more. At the promised $N$ the limiting law gives an error of about 0.5 nN, five times the target.

**What a single close approach does**

The slow convergence is visible in the largest of the $N$ terms. All of them lie below $x$ with probability

$$\left(1-Ax^{-3/2}\right)^N\simeq e^{-NAx^{-3/2}}.$$

Setting this to $1/2$ gives the median of the largest $|X|$, namely $x=(NA/\ln2)^{2/3}$. Its contribution to the mean has the magnitude

$$\frac xN=\left(\frac{A}{\ln2}\right)^{2/3}N^{-1/3},$$

which scales as the whole error does. For $N=10^4$ the formula gives 3.2 nN and the sampled median is 3.1 nN, beside a median error of 4.0 nN. One position out of ten thousand, at a distance $r=(|\mu|/x)^{1/2}$ from the proton, which for $x\approx390$ is at most about $0.05a$, typically contributes an amount comparable with the entire error. With a finite variance the share of any one term would fade to nothing as $N$ grows. Here the ratio of the median largest contribution to the median error tends to a constant, $(A/\ln2)^{2/3}/1.176=0.71$.

The same estimate explains the error bars. The tail has the probability density $\frac32Ax^{-5/2}$. Terms up to the typical maximum $x_N\sim N^{2/3}$ contribute to $\sum X^2$ about

$$N\int^{x_N}x^2\,\frac32Ax^{-5/2}\,dx=3AN\,x_N^{1/2}\sim N^{4/3},$$

and the largest term alone contributes $x_N^2\sim N^{4/3}$, the same order. Hence $s^2\sim N^{1/3}$. For large $N$ the sample standard deviation grows as $N^{1/6}$ instead of settling, and $s/\sqrt N$ falls as $N^{1/6-1/2}=N^{-1/3}$.

The printed error bar therefore follows the true error in order of magnitude. At $N=10^4$ the true mean lay within one bar in 65.3% of the runs and within two bars in 97.0%, not far from the Gaussian 68% and 95%. These figures belong to this symmetric case. They change little with $N$ from $N=100$ upward: at $N=100$ they are about 62% and 97%. The bar is nevertheless erratic: its 5th and 95th percentiles over the runs are 3.0 and 18.7 nN. What fails outright is extrapolating it as $N^{-1/2}$, which treats $s$ as a constant.

**An estimator that restores the root-N rule**

The mean force does not require the singular expression. Let $\psi$ be a real, nodeless orbital that is finite at the nucleus and decays at infinity, and let $Q=z/r$. The product rule gives

$$\nabla\cdot(\psi^2\nabla Q)=2\psi^2\left[\frac12\nabla^2Q+\nabla Q\cdot\nabla\ln\psi\right].$$

Integrate this over the space outside a small sphere around the nucleus. The surface term at infinity vanishes with $\psi^2$. The one on the sphere contains the radial derivative of $Q$, which is zero because $Q=\cos\theta$ does not depend on $r$. Shrinking the sphere leaves

$$\left\langle\frac12\nabla^2Q+\nabla Q\cdot\nabla\ln\psi\right\rangle=0.$$

Away from the origin $\nabla^2(1/r)=0$, so

$$\nabla^2\frac zr=2\,\frac{\partial}{\partial z}\frac1r=-\frac{2z}{r^3}.$$

The first term in the average is thus $-z/r^3$, and

$$\left\langle\frac z{r^3}\right\rangle=\left\langle\nabla Q\cdot\nabla\ln\psi\right\rangle.$$

For the hydrogen ground state $\nabla\ln\psi=-\hat{\mathbf r}$, and $\hat{\mathbf r}\cdot\nabla Q=0$. The new estimator is zero at every position, so one sample gives the correct force.

A more demanding case has a nonzero mean. Take the polarized trial orbital $\psi\propto e^{-r+\lambda z}$ with $0<\lambda<1$, which moves charge towards $+z$. Now $\nabla\ln\psi=-\hat{\mathbf r}+\lambda\hat{\mathbf z}$. Since

$$\frac{\partial Q}{\partial z}=\frac1r-\frac{z^2}{r^3}=\frac{1-\mu^2}{r},$$

the estimator becomes $\lambda(1-\mu^2)/r$. Its square grows as $1/r^2$, which the volume factor $r^2$ cancels, so its variance is finite.

The common mean follows from the density, proportional to $r^2e^{-2r(1-\lambda\mu)}$ in $r$ and $\mu$. The radial integrals give the normalization

$$\frac14\int_{-1}^1\frac{d\mu}{(1-\lambda\mu)^3}=\frac{1}{2(1-\lambda^2)^2}$$

and the integral of $\mu/r^2$ against the same weight

$$\frac12\int_{-1}^1\frac{\mu\,d\mu}{1-\lambda\mu}=\frac12\left[\frac1{\lambda^2}\ln\frac{1+\lambda}{1-\lambda}-\frac2\lambda\right],$$

where $\mu/(1-\lambda\mu)=-1/\lambda+1/[\lambda(1-\lambda\mu)]$ was used. Their ratio is

$$\langle X\rangle=(1-\lambda^2)^2\left[\frac1{\lambda^2}\ln\frac{1+\lambda}{1-\lambda}-\frac2\lambda\right].$$

For small $\lambda$ this tends to $2\lambda/3$, positive as it should be: the proton is pulled towards the displaced charge.

For $\lambda=0.2$ the mean force is 10.37 nN, and the new estimator has a standard deviation of 12.68 nN. Both estimators were averaged over the same samples, in 1000 runs at each $N$. At $N=100$ the median errors are 12.8 nN for the bare force and 0.79 nN for the new form. At $N=10^4$ they are 4.06 and 0.087 nN, a ratio of about 46. The Gaussian rule, $0.6745\,\sigma/\sqrt N$, predicts 0.855 and 0.086 nN for the new form. The observed exponents are $-0.25$ for the bare force, still short of its limit, and $-0.48$ for the new form, close to $-1/2$. The shortfall comes mainly from $N=100$, where the observed error lies 7% below the Gaussian prediction. The estimator still grows as $1/r$ near the nucleus, so the Gaussian limit need not be reached at so small an $N$.

Two limits of this remedy should be stated. The fourth power of the new estimator grows as $1/r^4$, so its fourth moment diverges and the estimated variance itself settles slowly. Moreover, the identity reproduces the mean bare force of the chosen $\psi$. That mean equals minus the derivative of the energy with respect to the nuclear position if the orbital is held fixed in space. If the orbital moves with the nucleus, the two can differ: the energy of the polarized atom above then does not change at all, although the mean force is 10.37 nN for $\lambda=0.2$.

**Requested correction**

The manuscript should withdraw the $\sigma/\sqrt N$ analysis for the bare force. It should either quote errors with the $N^{-1/3}$ law and its slow onset, or average a finite-variance estimator, for which the root-N extrapolation is justified.
